# Evanescent-mode effects of an attractive point scatterer in a two-subband wire: a numerical check

```python
# Result under test: in a wire with two transverse modes (thresholds E1 < E2),
# an attractive point scatterer gamma*delta(x)*delta(y-y0) gives first-channel
# transmission T = 0 at E2 - hbar^2 u22^2/(8m) and T = 1 at E = E2.
# u_nm = (2m/hbar^2) gamma chi_n(y0) chi_m(y0), in 1/nm; chi_n: transverse modes.
# kappa_n = sqrt(2m(E_n-E))/hbar for closed modes, -i*k_n for open modes.
# Energies in meV, lengths in nm; hb = hbar^2/(2m) in meV nm^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

mass_ratio, width, y0, gamma = 0.067, 30.0, 7.5, -600.0
dot_size, rough_gap = 6.0, 1500.0
hb = sc.hbar**2 / (2 * mass_ratio * sc.m_e) / sc.e * 1e3 * 1e18


def thresholds(n_modes):
    return hb * (np.arange(1, n_modes + 1) * np.pi / width)**2


def point_coupling(strength, n_modes=2):
    n = np.arange(1, n_modes + 1)
    chi = np.sqrt(2 / width) * np.sin(n * np.pi * y0 / width)
    return strength / hb * np.outer(chi, chi)


def decay(E, levels):
    return np.conj(np.sqrt((levels - E) / hb + 0j))


def amplitudes(E, u, incoming=0):
    """Mode amplitudes at x = 0 from continuity and the slope jump."""
    K = np.diag(decay(E, thresholds(len(u))))
    return np.linalg.solve(2 * K + u, 2 * K[:, incoming])


def T11(E, u):
    return abs(amplitudes(E, u)[0])**2


def T_formula(E, u):
    k1 = np.sqrt((E - E1) / hb)
    kap = np.sqrt((E2 - E) / hb)
    ueff = u[0, 0] - u[0, 1]**2 / (2 * kap + u[1, 1])
    return 1 / (1 + (ueff / (2 * k1))**2)


def layer_T(E, V, length):
    """Transmission of a layer of finite length with mode-coupling matrix V,
    from even and odd solutions inside it; no delta function is used."""
    levels = thresholds(len(V))
    a = length / 2
    inner, U = np.linalg.eigh(np.diag(levels) + V)
    q = np.sqrt((E - inner) / hb + 0j)
    K = np.diag(decay(E, levels))
    out = []
    for slope in (-q * np.tan(q * a), q / np.tan(q * a)):
        F = (U * slope) @ U.T
        out.append(np.linalg.solve(F + K, (K - F)[:, 0])[0])
    return abs(out[0] - out[1])**2 / 4


def box_overlap(n_modes):
    """Integral of chi_n chi_m over a strip of width dot_size centred at y0."""
    n = np.arange(1, n_modes + 1)

    def strip(p):
        return (dot_size * np.sinc(p * dot_size / (2 * width))
                * np.cos(p * np.pi * y0 / width))
    return (strip(n[:, None] - n) - strip(n[:, None] + n)) / width


E1, E2 = thresholds(2)
u = point_coupling(gamma)
u11, u12, u22 = u[0, 0], u[0, 1], u[1, 1]
binding = hb * u22**2 / 4
E0 = E2 - binding
k_at_zero = np.sqrt((E0 - E1) / hb)
k_at_E2 = np.sqrt((E2 - E1) / hb)

# Thin layer of finite length against the closed formula
thin = 1e-4
for E in (E1 + 3, E1 + 10, E0 - 1, E0 + 0.3 * binding, E2 - 0.05):
    assert abs(layer_T(E, hb * u / thin, thin) - T_formula(E, u)) < 1e-4
    assert abs(T11(E, u) - T_formula(E, u)) < 1e-10
found = minimize_scalar(lambda d: layer_T(E2 - d, hb * u / thin, thin),
                        bounds=(0.5 * binding, 1.5 * binding),
                        method='bounded', options={'xatol': 1e-9})
assert found.fun < 1e-8 and abs(found.x / binding - 1) < 1e-3
assert abs(layer_T(E2, hb * u / thin, thin) - 1) < 1e-4

# The zero sits at the bound state of the second subband taken alone
h, points = 0.1, 6001
diagonal = np.full(points, 2 * hb / h**2)
diagonal[points // 2] += hb * u22 / h
lowest = eigh_tridiagonal(diagonal, np.full(points - 1, -hb / h**2),
                          select='i', select_range=(0, 0))[0][0]
assert abs(-lowest / binding - 1) < 1e-3

# Fields at the scatterer: at the zero and at threshold
c_zero, c_top = amplitudes(E0, u), amplitudes(E2, u)
assert abs(c_zero[0]) < 1e-9
assert abs(c_zero[1] + 2j * k_at_zero / u12) < 1e-8
chi = np.sqrt(2 / width) * np.sin(np.array([1, 2]) * np.pi * y0 / width)
assert abs(c_top @ chi) < 1e-10 and abs(abs(c_top[0]) - 1) < 1e-10

# Approach to threshold from below (linear) and above (square root)
small = 1e-4
law_below = (small * u11 / (k_at_E2 * u22))**2
law_above = 2 * small * u11 / (k_at_E2 * u22)
assert abs((1 - T11(E2 - hb * small**2, u)) / law_below - 1) < 0.02
assert abs((1 - T11(E2 + hb * small**2, u)) / law_above - 1) < 0.02

# Current conservation with both modes open
k_open = np.sqrt((E2 + 5 - np.array([E1, E2])) / hb)
for m in (0, 1):
    c = amplitudes(E2 + 5, u, m)
    flux = k_open / k_open[m] * (abs(c)**2 + abs(c - np.eye(2)[m])**2)
    assert abs(flux.sum() - 1) < 1e-10

# Critical strength, and absence of a zero for a repulsive scatterer
gamma_crit = -2 * hb * k_at_E2 / chi[1]**2


def lowest_scaled_T(strength):
    grid = np.linspace(E1 + 1e-6, E2, 4001)
    us = point_coupling(strength)
    return min(T11(E, us) * hb / (E - E1) for E in grid)


weak = lowest_scaled_T(0.8 * gamma_crit)
assert lowest_scaled_T(1.2 * gamma_crit) > 100 * weak
assert lowest_scaled_T(-0.8 * gamma_crit) > 100 * weak
assert abs(T11(E2, point_coupling(-gamma)) - 1) < 1e-10

# Sheet of finite transverse width: T = 1 moves below threshold
overlap = box_overlap(30)
direct = quad(lambda y: 2 / width * np.sin(np.pi * y / width)
              * np.sin(2 * np.pi * y / width),
              y0 - dot_size / 2, y0 + dot_size / 2)[0]
assert abs(direct - overlap[0, 1]) < 1e-10
us = gamma / (hb * dot_size) * overlap[:2, :2]
kap_peak = -np.linalg.det(us) / (2 * us[0, 0])
assert 0 < kap_peak < -us[1, 1] / 2
sheet_peak = hb * kap_peak**2
sheet_top = layer_T(E2, hb * us / thin, thin)
assert abs(layer_T(E2 - sheet_peak, hb * us / thin, thin) - 1) < 1e-4
assert sheet_top < 1 - 1e-6
assert abs(sheet_top - T_formula(E2, us)) < 1e-4

# More modes with a point scatterer
many_binding = {}
for N in (6, 12, 24):
    un = point_coupling(gamma, N)
    lev = thresholds(N)

    def condition(d):
        kap = np.sqrt((lev[1:] - (E2 - d)) / hb)
        return 1 + np.sum(np.diag(un)[1:] / (2 * kap))
    many_binding[N] = brentq(condition, 1e-6, 15.0, xtol=1e-13)
    assert T11(E2 - many_binding[N], un) < 1e-12
    assert abs(T11(E2, un) - 1) < 1e-9
assert many_binding[24] > many_binding[12] > many_binding[6] > binding


# Square well of the same integrated strength, full mode matching
def dot_features(N):
    V = gamma / dot_size**2 * box_overlap(N)

    def T(kap):
        return layer_T(E2 - hb * kap**2, V, dot_size)
    grid = np.linspace(0, 0.12, 241)
    values = np.array([T(x) for x in grid])
    i = int(np.argmin(values))
    assert 0 < i < len(grid) - 1
    low = minimize_scalar(T, bounds=(grid[i - 1], grid[i + 1]),
                          method='bounded', options={'xatol': 1e-11})
    assert low.fun < 1e-8
    j = int(np.argmax(values[:i]))
    high = minimize_scalar(lambda x: -T(x), method='bounded',
                           bounds=(grid[max(j - 1, 0)], grid[j + 1]),
                           options={'xatol': 1e-9})
    return hb * low.x**2, -high.fun, hb * high.x**2, values[0]


dot2, dot20, dot30 = dot_features(2), dot_features(20), dot_features(30)
assert abs(dot20[0] / dot30[0] - 1) < 0.01


# Thermal average of the conductance, in units of 2e^2/h
def total_T(E):
    k = np.sqrt(np.maximum(E - np.array([E1, E2]), 0) / hb)
    return sum(np.sum(k / k[m] * abs(amplitudes(E, u, m))**2)
               for m in (0, 1) if k[m] > 0)


def thermal_G(mu, temperature):
    kT = sc.k * temperature / sc.e * 1e3
    x = np.linspace(-20, 20, 2001)
    weight = 1 / (4 * np.cosh(x / 2)**2) * (x[1] - x[0])
    assert abs(weight.sum() - 1) < 1e-6
    return sum(w * total_T(mu + kT * s) for w, s in zip(weight, x))


# Detuning from threshold at which T11 has fallen to 0.99
d_below = brentq(lambda d: T11(E2 - d, u) - 0.99, 1e-9, binding)
d_above = brentq(lambda d: T11(E2 + d, u) - 0.99, 1e-9, 1.0)


def alone(E):
    return 1 / (1 + u11**2 * hb / (4 * (E - E1)))


print(f"mass ratio m/m0 (rough GaAs value): {mass_ratio}")
print(f"wire width: {width:.1f} nm; scatterer at y0 = {y0:.1f} nm")
print(f"strength gamma: {gamma:.0f} meV nm^2")
print(f"hbar^2/(2m): {hb:.2f} meV nm^2")
print(f"E1: {E1:.4f} meV; E2: {E2:.4f} meV")
print(f"u11: {u11:.5f}; u12: {u12:.5f}; u22: {u22:.5f} 1/nm")
print(f"kappa2 at the zero: {-u22 / 2:.5f} 1/nm")
print(f"E2 - E0: {binding:.4f} meV; zero E0: {E0:.4f} meV")
print(f"same depth by finite differences: {-lowest:.4f} meV")
print(f"same depth from thin-layer minimum: {found.x:.4f} meV")
print(f"k1 at E0: {k_at_zero:.5f}; k1 at E2: {k_at_E2:.5f} 1/nm")
print(f"|c2(0)| at E0: {abs(c_zero[1]):.4f} (incoming amplitude 1)")
print(f"c2(0)/c1(0) at E2: {(c_top[1] / c_top[0]).real:.5f}")
print(f"T with first mode alone, at E0: {alone(E0):.4f}")
print(f"T with first mode alone, at E2: {alone(E2):.4f}")
print(f"T with both modes, at E0: {T11(E0, u):.1e}")
print(f"T with both modes, at E2: {T11(E2, u):.6f}")
for d in (10.0, 3.0, 1.0, 0.5, 0.2, 0.05):
    print(f"T at E2 - {d:.2f} meV: {T11(E2 - d, u):.4f}")
for d in (0.05, 1.0):
    print(f"T11 at E2 + {d:.2f} meV: {T11(E2 + d, u):.4f}")
print(f"T11 = 0.99 below threshold by: {d_below:.5f} meV")
print(f"T11 = 0.99 above threshold by: {d_above:.6f} meV")
print(f"decay length 1/kappa2 there (below): {np.sqrt(hb / d_below):.1f} nm")
print(f"critical gamma (E0 = E1): {gamma_crit:.1f} meV nm^2")
print(f"sheet {dot_size:.0f} nm wide, 2 modes: T(E2) = {sheet_top:.5f}")
print(f"  its T = 1 lies below E2 by: {sheet_peak:.6f} meV")
for N, value in many_binding.items():
    print(f"point scatterer, {N} modes, E2 - E0: {value:.4f} meV")
print(f"square well side: {dot_size:.1f} nm")
print(f"square well depth: {-gamma / dot_size**2:.2f} meV")
for N, f in ((2, dot2), (30, dot30)):
    print(f"well, {N} modes: zero below E2 by {f[0]:.4f} meV")
    print(f"  largest T above the zero: {f[1]:.6f}")
    print(f"  found below E2 by {f[2]:.6f} meV; T(E2) = {f[3]:.6f}")
for temp in (0.1, 1.0, 4.2):
    print(f"{temp} K: kT = {sc.k * temp / sc.e * 1e3:.4f} meV")
    print(f"  G at mu=E0: {thermal_G(E0, temp):.4f}; "
          f"at mu=E2: {thermal_G(E2, temp):.4f} (2e^2/h)")
print(f"rough band gap used: {rough_gap:.0f} meV")
print(f"nonparabolic shift of E2, about: {E2**2 / rough_gap:.2f} meV")
print("checks complete")
```

It prints:

```
mass ratio m/m0 (rough GaAs value): 0.067
wire width: 30.0 nm; scatterer at y0 = 7.5 nm
strength gamma: -600 meV nm^2
hbar^2/(2m): 568.65 meV nm^2
E1: 6.2360 meV; E2: 24.9440 meV
u11: -0.03517; u12: -0.04974; u22: -0.07034 1/nm
kappa2 at the zero: 0.03517 1/nm
E2 - E0: 0.7034 meV; zero E0: 24.2405 meV
same depth by finite differences: 0.7034 meV
same depth from thin-layer minimum: 0.7034 meV
k1 at E0: 0.17794; k1 at E2: 0.18138 1/nm
|c2(0)| at E0: 7.1548 (incoming amplitude 1)
c2(0)/c1(0) at E2: -0.70711
T with first mode alone, at E0: 0.9903
T with first mode alone, at E2: 0.9907
T with both modes, at E0: 1.6e-29
T with both modes, at E2: 1.000000
T at E2 - 10.00 meV: 0.9639
T at E2 - 3.00 meV: 0.9596
T at E2 - 1.00 meV: 0.7238
T at E2 - 0.50 meV: 0.7819
T at E2 - 0.20 meV: 0.9878
T at E2 - 0.05 meV: 0.9988
T11 at E2 + 0.05 meV: 0.9534
T11 at E2 + 1.00 meV: 0.9105
T11 = 0.99 below threshold by: 0.18136 meV
T11 = 0.99 above threshold by: 0.001910 meV
decay length 1/kappa2 there (below): 56.0 nm
critical gamma (E0 = E1): -3094.3 meV nm^2
sheet 6 nm wide, 2 modes: T(E2) = 0.99999
  its T = 1 lies below E2 by: 0.000639 meV
point scatterer, 6 modes, E2 - E0: 1.0201 meV
point scatterer, 12 modes, E2 - E0: 1.2953 meV
point scatterer, 24 modes, E2 - E0: 1.8247 meV
square well side: 6.0 nm
square well depth: 16.67 meV
well, 2 modes: zero below E2 by 0.4554 meV
  largest T above the zero: 0.999960
  found below E2 by 0.000000 meV; T(E2) = 0.999960
well, 30 modes: zero below E2 by 0.5037 meV
  largest T above the zero: 0.999960
  found below E2 by 0.000000 meV; T(E2) = 0.999960
0.1 K: kT = 0.0086 meV
  G at mu=E0: 0.0121; at mu=E2: 1.0079 (2e^2/h)
1.0 K: kT = 0.0862 meV
  G at mu=E0: 0.3587; at mu=E2: 1.0565 (2e^2/h)
4.2 K: kT = 0.3619 meV
  G at mu=E0: 0.7788; at mu=E2: 1.0567 (2e^2/h)
rough band gap used: 1500 meV
nonparabolic shift of E2, about: 0.41 meV
checks complete
```
